# The Core-Polarization Correction to the Valence Dipole Operator

An alkali atom can be treated as one valence electron outside a closed-shell core. A polarization potential then accounts for the energy gained when the electron polarizes the core. If the transition moment is still computed with the bare operator $-\mathbf r$, the calculation is inconsistent: the core carries an induced dipole in the energy and none in the coupling to light. In model B below, this omission gives a resonance oscillator strength of 0.928 instead of 0.718, which is 29 percent too large relative to the corrected value. The model is more compact than a real alkali atom of similar core polarizability, where the error is smaller. The missing moment follows from the same core response that produces the potential.

## Setting and assumptions

Hartree atomic units are used. The electron has charge $-1$ and position $\mathbf r$, and the nucleus is fixed at the origin. The field at the origin of a charge $q$ at $\mathbf r$ is $q(\mathbf 0-\mathbf r)/r^3$. For $q=-1$ this is $+\mathbf r/r^3$, which points towards the electron.

**A1. Linear dipole response.** The core is spherical, has no permanent dipole, and responds linearly with static polarizability $\alpha$. Higher core multipoles are left out.

**A2. Damped field.** The electron acts on the core dipole through
$$\mathbf F(\mathbf r)=w(r)\,\frac{\mathbf r}{r^3},$$
where $w\to1$ outside the core and $w\to 0$ at the origin. The damping replaces the point-dipole coupling where the electron penetrates the core. Its shape is a model choice.

**A3. Fast core.** The core excitation energies are large compared with the valence energy differences that matter.

Exchange between core and valence electrons and spin-orbit coupling are also left out.

## Theorem

**(a)** Under A1–A3, the polarization potential and the valence dipole operator are
$$V_{\rm pol}=-\frac{\alpha w^2}{2r^4},\qquad \mathbf d=-\mathbf r\,g(r),\qquad g(r)=1-\frac{\alpha w(r)}{r^3}.$$

**(b)** If A3 is dropped, and the transition starts from the valence ground state with an energy $\omega$ below every core excitation energy, the transition moment to first order in the core-valence coupling is that of $-\mathbf r+\alpha(\omega)\mathbf F$, where $\alpha(\omega)$ is the dynamic core polarizability.

**(c)** Let $w^2=1-e^{-(r/r_c)^6}$ and $\alpha<r_c^3$. For an s→p transition whose two radial functions are positive for $r>0$, the corrected operator gives a smaller, nonzero oscillator strength than the bare operator with the same wavefunctions and energies.

Written as a corrected position operator, the result is $-\mathbf d=\mathbf r(1-\alpha w/r^3)$. The overall sign drops out of oscillator strengths, but the relative sign of the two terms does not.

## Lemma 1: the energy in an external field

*For a core that follows the electron instantaneously, the energy in a uniform field $\mathbf E$ is*
$$U=-\frac{\alpha E^2}{2}+\mathbf E\cdot(\mathbf r-\alpha\mathbf F)-\frac{\alpha F^2}{2}.$$

*Proof.* Creating a core dipole $\boldsymbol\mu$ costs $\mu^2/(2\alpha)$. The dipole has energy $-\boldsymbol\mu\cdot(\mathbf E+\mathbf F)$ in the total field. The electron itself has energy $+\mathbf E\cdot\mathbf r$, because its charge is $-1$. Thus
$$U(\boldsymbol\mu)=\frac{\mu^2}{2\alpha}-\boldsymbol\mu\cdot(\mathbf E+\mathbf F)+\mathbf E\cdot\mathbf r .$$
Setting the derivative with respect to $\boldsymbol\mu$ to zero gives $\boldsymbol\mu=\alpha(\mathbf E+\mathbf F)$. On substitution, the first term becomes $+\frac{\alpha}{2}|\mathbf E+\mathbf F|^2$ and the second $-\alpha|\mathbf E+\mathbf F|^2$, so
$$U=-\frac{\alpha}{2}|\mathbf E+\mathbf F|^2+\mathbf E\cdot\mathbf r .$$
Expanding the square as $E^2+2\mathbf E\cdot\mathbf F+F^2$ gives the result. ∎

The factor $\frac12$ survives in the potential but not in the dipole, because the cross term occurs twice in the square. Since $F^2=w^2/r^4$, the last term is $V_{\rm pol}$. The dipole is
$$-\frac{\partial U}{\partial\mathbf E}=\alpha\mathbf E-\mathbf r+\alpha\mathbf F .$$
The first term belongs to the core alone. What remains at $\mathbf E=0$ is $-\mathbf r+\alpha w\,\mathbf r/r^3=-\mathbf r\,g$.

The core electrons are pushed away from the valence electron. This makes a core dipole along $+\mathbf r$, opposite to the electron's own dipole $-\mathbf r$. For $\alpha=6$, an undamped field ($w=1$) and $r=3.905$ bohr, $g=1-6/59.55=0.899$, so a bare component of $-3.000$ becomes $-2.698$ in units of $e$ bohr. The numerical check obtains the same value from a charge on a spring with full Coulomb forces.

The lemma also fixes the cutoff: $w^2$ in the potential requires $w$ in the dipole. Two unrelated cutoffs would not follow from this single core energy.

## Lemma 2: the transition moment of a quantum core

*To first order in $V=-\mathbf D\cdot\mathbf F(\mathbf r)$, where $\mathbf D$ is the core dipole operator, the moment between valence states $i$ and $f$ is*
$$\langle f|-\mathbf r+\alpha(\omega)\mathbf F|i\rangle,\qquad \omega=\varepsilon_f-\varepsilon_i .$$

*Proof.* Let $|n)$ be core states with excitation energies $\Delta_n$, and $|k\rangle$ valence states with energies $\varepsilon_k$. Without coupling, the initial state is $|0)|i\rangle$. First-order perturbation theory adds $|n)|k\rangle$ with amplitude
$$\frac{-(n|D_b|0)\langle k|F_b|i\rangle}{\varepsilon_i-\varepsilon_k-\Delta_n}
=\frac{(n|D_b|0)\langle k|F_b|i\rangle}{\Delta_n+\varepsilon_k-\varepsilon_i},$$
with a sum over the Cartesian index $b$. There is no admixture with $n=0$, because $(0|\mathbf D|0)=0$. The final state changes in the same way, with $i$ replaced by $f$. Since $i$ is the valence ground state and $\omega<\Delta_n$, no denominator vanishes.

The total dipole is $-\mathbf r+\mathbf D$. The operator $-\mathbf r$ does not change the core state, so it cannot connect an admixture with $n\ne0$ to an unperturbed state. It has no first-order correction. The operator $D_a$ does not change the valence state. In the corrected initial state it therefore selects $k=f$, with denominator $\Delta_n+\omega$. In the corrected final state it selects $k=i$, with denominator $\Delta_n-\omega$.

For a spherical core, summing over the degenerate components of level $n$ gives $(0|D_a|n)(n|D_b|0)\to S_n\delta_{ab}$. The two contributions add to
$$\sum_n S_n\left[\frac1{\Delta_n+\omega}+\frac1{\Delta_n-\omega}\right]\langle f|F_a|i\rangle
=\sum_n\frac{2\Delta_nS_n}{\Delta_n^2-\omega^2}\langle f|F_a|i\rangle .$$
The sum, now over levels, is the dynamic polarizability $\alpha(\omega)$. ∎

This proves (b). For $\omega\ll\Delta_n$ it reduces to $\alpha=\sum_n2S_n/\Delta_n$ and to the operator in (a).

The potential appears in second order:
$$\delta\varepsilon_i=-\sum_{n,k}\frac{S_n|\langle k|\mathbf F|i\rangle|^2}{\Delta_n+\varepsilon_k-\varepsilon_i}
\approx-\sum_n\frac{S_n}{\Delta_n}\langle i|F^2|i\rangle=-\frac{\alpha}{2}\langle i|F^2|i\rangle .$$
The approximation neglects $\varepsilon_k-\varepsilon_i$ and then uses completeness of the states $k$. The potential thus needs a fast core for every intermediate state that contributes appreciably, whereas the first-order dipole needs it at the one energy $\omega$.

A one-dimensional electron coupled to a quantum oscillator with $\alpha=2$ tests the transition moment by diagonalization. The potential is tested only indirectly, through the wavefunctions that enter the comparison at full coupling. With $\omega=0.267$ and a core energy of 1 hartree, the core moment per unit coupling is 0.1998. The dynamic formula gives 0.1998 and the static one 0.1855. At full coupling, the difference between the complete moment and the static effective description falls from 0.0019 to 0.0002 atomic units when the core energy rises from 20 to 200 hartree at fixed $\alpha$.

## Lemma 3: the oscillator strength

*Let $u_s$ and $u_p$ be normalized radial functions, and define*
$$R=\int_0^\infty u_p\,r\,u_s\,dr,\qquad I=\int_0^\infty u_p\,\frac{w}{r^2}\,u_s\,dr .$$
*The s→p oscillator strength is $f=\frac23\omega(R-\alpha I)^2$.*

*Proof.* The definition is $f=\frac23\omega\sum_m|\langle p_m|\mathbf d|s\rangle|^2$. Write $\mathbf d=-G(r)\hat{\mathbf r}$ with
$$G=rg=r-\frac{\alpha w}{r^2}.$$
The s function is $u_s/(r\sqrt{4\pi})$, and the $p_z$ function is $\sqrt{3/4\pi}\,\cos\theta\,u_p/r$. The angular part of the $z$ moment is
$$\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}=\frac1{\sqrt3}.$$
Each Cartesian p function couples to its own dipole component. The three squares add to $3\times\frac13=1$ times the squared radial integral of $G$, which is $(R-\alpha I)^2$. ∎

With the wavefunctions and $\omega$ held fixed,
$$\frac{f_{\rm corr}}{f_{\rm bare}}=\left(1-\frac{\alpha I}{R}\right)^2 .$$
This is a reduction when $0<\alpha I/R<2$. For small $\alpha I/R$ the fractional loss is about $2\alpha I/R$.

## Proof of the theorem

Part (a) follows from Lemma 1 with a classical core and from the fast-core limit of Lemma 2 with a quantum one. Part (b) is Lemma 2.

For (c), set $x=(r/r_c)^6$. Then $r^3=r_c^3\sqrt x$ and
$$\frac{w}{r^3}=\frac1{r_c^3}\sqrt{\frac{1-e^{-x}}{x}}<\frac1{r_c^3}\qquad(r>0),$$
because $1-e^{-x}<x$ for $x>0$. If $\alpha<r_c^3$, then $0<g<1$. For positive radial functions it follows that
$$0<\int_0^\infty u_p\,rg\,u_s\,dr<\int_0^\infty u_p\,r\,u_s\,dr,$$
that is, $0<R-\alpha I<R$. Squaring and multiplying by $\frac23\omega>0$ proves (c). ∎

The conditions in (c) are sufficient, not necessary. They suit nodeless pseudo-orbitals. All-electron model potentials fitted to alkali levels have valence functions with nodes and may have $\alpha>r_c^3$, so (c) does not cover them. If a radial function has nodes, $R$ and $I$ may differ in sign, and the correction then increases the oscillator strength.

## Three model atoms

The models have the local potential
$$V(r)=-\frac1r+\frac{2e^{-\kappa r}}r-\frac{\alpha w^2}{2r^4},$$
whose second term stands for the short-range repulsion by the core. The parameters are round numbers and represent no particular elements.

| Model | $\kappa$ (1/bohr) | $\alpha$ (bohr³) | $r_c$ (bohr) |
|---|---:|---:|---:|
| A | 1.2 | 2 | 1.5 |
| B | 1.0 | 6 | 2.0 |
| C | 0.9 | 12 | 2.5 |

The ratios $\alpha/r_c^3$ are 0.59, 0.75 and 0.77, and the program finds nodeless lowest s and p functions. Part (c) therefore applies to all three.

For model B with the polarization potential, $\omega=0.11243$ hartree, $R=3.519$ bohr and $I=0.07066$ bohr$^{-2}$. The bare operator gives
$$f_{\rm bare}=\frac23(0.11243)(3.519)^2=0.928 .$$
The core contributes $\alpha I=6\times0.07066=0.424$ bohr, so $\alpha I/R=0.1205$ and
$$f_{\rm corr}=0.928\,(1-0.1205)^2=0.718 .$$

The table separates the effect of the Hamiltonian from that of the operator.

| Model | $f$, no polarization | Hamiltonian only | Both | Operator reduction |
|---|---:|---:|---:|---:|
| A | 0.916 | 0.885 | 0.796 | 10.0% |
| B | 0.943 | 0.928 | 0.718 | 22.6% |
| C | 0.956 | 0.958 | 0.635 | 33.7% |

The last column is relative to "Hamiltonian only". The potential by itself changes $f$ little because two effects nearly cancel. In model B it multiplies $\omega$ by $0.11243/0.08357=1.345$ and $R^2$ by $(3.519/4.115)^2=0.731$, and the product is 0.984. In model C the product is slightly above one. The operator correction has no such compensation.

These percentages describe the models and are not predictions for elements. The polarization potential was added without readjusting the repulsion, so the s level of model B falls from $-0.190$ to $-0.232$ hartree. A potential fitted to a given atom would have its repulsion adjusted with polarization included, which would change both $R$ and $I$. For potassium, whose core polarizability is close to that of model B, a potential fitted to the levels gives $R\approx5.2$ bohr and an operator reduction of only about 8 to 10 percent, depending on the cutoff.

## Remark 1: cutoff and frequency

The integral $I$ draws on smaller radii than $R$ and therefore depends on the cutoff. Changing $r_c$ in model B to 1.8 or 2.2 bohr, in both potential and dipole, gives $f=0.670$ or $0.752$. These values differ from 0.718 by about $-7$ and $+5$ percent. The larger part of the change comes through the potential, which shifts $\omega$ and the wavefunctions; changing $r_c$ in the dipole alone gives $f=0.706$ or $0.731$. At $r_c=1.8$ bohr, $\alpha/r_c^3$ slightly exceeds one, so (c) no longer guarantees a reduction. The calculation still gives one, of 26.6 percent.

Setting $w=1$ in the dipole alone, with the wavefunctions of model B unchanged, raises the reduction from 22.6 to 29.8 percent. The integral stays finite because $u_s\sim r$ and $u_p\sim r^2$ near the origin, so its integrand behaves as $r$. A finite result is thus no evidence that the point-dipole form holds inside the core.

The frequency correction to the operator alone is much smaller here. For a single core excitation at 1 hartree,
$$\frac{\alpha(\omega)}{\alpha}=\frac1{1-(0.11243)^2}=1.013,$$
which, with $\omega$ and the wavefunctions held fixed, lowers $f$ from 0.718 to 0.715. This is not the whole effect of a finite core energy. The denominators $\Delta_n+\varepsilon_k-\varepsilon_i$ in the second-order energy also correct the potential, at first order in $1/\Delta_n$, while $\alpha(\omega)/\alpha-1$ is of second order in $\omega/\Delta_n$. That change of $\omega$ and of the wavefunctions is not included in 0.715. In model B it is the larger effect and has the opposite sign: for a harmonic core with excitation energy 1 hartree, which keeps the response linear as A1 requires, the coupled electron-core problem gives $\omega\approx0.104$ hartree and $f\approx0.73$. The size depends on the core model. A core cut off at one excited level, which is no longer linear, gives about 0.75. The static operator fails when $\omega$ approaches a core excitation energy.

## Remark 2: the second line

The second p function of model B has a node, so (c) does not apply. The integrals are $R=0.560$ bohr and $\alpha I=0.199$ bohr, so
$$\left(1-\frac{0.199}{0.560}\right)^2=0.416 .$$
The oscillator strength falls from 0.0372 to 0.0155, a loss of 58 percent. From the first line to the second, $R$ falls by a factor of 6.3 but $\alpha I$ by only 2.1. The regions on either side of the node contribute to $R$ with opposite signs. In $I$ the factor $w/r^2$ gives the outer region less weight relative to the inner one, so the two integrals need not shrink together.

## Remark 3: the gradient form

The momentum operator must not be substituted for the corrected dipole without a further correction. Let
$$H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).$$
Since $H_1$ is Hermitian on these functions,
$$\omega\int u_pGu_s\,dr=\int u_p\,(H_1G-GH_0)\,u_s\,dr .$$
Using $(Gu_s)''=G''u_s+2G'u_s'+Gu_s''$, the terms with $u_s''$ and $V$ cancel, which leaves
$$\omega\int u_pGu_s\,dr=\int u_p\left[-\frac12G''u_s-G'u_s'+\frac{G}{r^2}u_s\right]dr .$$
For $G=r$ the bracket is $-u_s'+u_s/r$, the usual momentum form. It gives $\omega R$, not $\omega(R-\alpha I)$. In model B the two sides of the corrected identity agree at 0.34798 atomic units. For an $l$-dependent pseudopotential $V$ does not cancel, and a further commutator term appears.

## Remark 4: where the strength goes

For a local potential, sum over all p states, including the continuum. Completeness gives
$$\sum_n f_n=\frac23\int Gu_s(H_1-\varepsilon_s)Gu_s\,dr .$$
Because $H_0u_s=\varepsilon_su_s$, the algebra of Remark 3 turns this into
$$\sum_nf_n=\frac23\int\left[-\frac12GG''u_s^2-GG'u_su_s'+\frac{G^2}{r^2}u_s^2\right]dr .$$
Write $u_su_s'=\frac12(u_s^2)'$ and integrate by parts. The middle term becomes $+\frac12(G'^2+GG'')u_s^2$, and its second part cancels the first term in the bracket. Hence
$$\sum_nf_n=\frac13\left\langle G'^2+\frac{2G^2}{r^2}\right\rangle,$$
where the average is over $u_s^2$. Now put $G=r-\alpha Q$ with $Q=w/r^2$. The terms linear in $\alpha$ contain
$$Q'+\frac{2Q}{r}=\frac{w'}{r^2}-\frac{2w}{r^3}+\frac{2w}{r^3}=\frac{w'}{r^2},$$
and therefore
$$\sum_nf_n=1-\frac{2\alpha}{3}\left\langle\frac{w'}{r^2}\right\rangle+\frac{\alpha^2}{3}\left\langle\frac{2Q^2}{r^2}+Q'^2\right\rangle .$$
Where $w=1$ the linear term vanishes, because $\mathbf r/r^3$ has no divergence away from the origin. To first order in $\alpha$, the total changes only through the region where the damping varies.

For model B the formula gives $1-0.280+0.153=0.873$, and an explicit sum over the states of a finite box agrees. The first line loses 0.210, while all others together gain 0.083. The second line and the following bound lines also lose strength, and so, on balance, does the continuum up to about 0.4 hartree. The gain, about 0.13, lies at transition energies above that, and about 0.05 of it lies above 1 hartree. A total below one is no contradiction: $G\hat{\mathbf r}$ is not the electron's coordinate, so its double commutator with the Hamiltonian is not constant. The sum is a property of the static operator, which is not justified for final states whose transition energies are comparable with core excitation energies.

## Remark 5: several valence electrons

With several valence electrons, the core feels $\mathbf F=\sum_i\mathbf F(\mathbf r_i)$. In Lemma 1 the term $-\alpha F^2/2$ then contains the two-electron contributions $-\alpha\,\mathbf F(\mathbf r_i)\cdot\mathbf F(\mathbf r_j)$ for each pair. The dipole is linear in $\mathbf F$ and remains a sum of one-electron operators, $-\sum_i\mathbf r_i\,g(r_i)$.

## Computed results

```
Spring core: electron distance 3.9051 bohr, alpha 6.0 bohr^3
  z dipole: from energy -2.69781, formula -2.69775, bare -3.00000 e bohr
  polarization energy: numeric -0.012897, formula -0.012900 hartree
Quantum core: alpha 2.0, core energy 1.0, transition energy 0.26713 (a.u.)
  core moment per coupling: diagonalized 0.199781, dynamic alpha 0.199780, static alpha 0.185525 a.u.
  core energy 20 hartree: full moment -1.102811, effective operator -1.100930 a.u.
  core energy 200 hartree: full moment -1.101138, effective operator -1.100930 a.u.
Hydrogen 1s-2p f: solver 0.41621, closed form 0.41620
Model A: kappa 1.2 1/bohr, alpha 2.0 bohr^3, rc 1.5 bohr, alpha/rc^3 0.5926
  no polarization: E_s -0.21283, E_p -0.11118, omega 0.10165 hartree
  with polarization: E_s -0.24430, E_p -0.11768, omega 0.12662 hartree
  R without polarization 3.67681, with 3.23780 bohr
  I 0.083361 bohr^-2, alpha*I 0.16672 bohr, alpha*I/R 0.05149
  omega*moment: length 0.388862, gradient 0.388860 a.u.
  f: no polarization 0.9161, Hamiltonian only 0.8849, both 0.7962
  reduction of f by the operator 10.03 percent
Model B: kappa 1.0 1/bohr, alpha 6.0 bohr^3, rc 2.0 bohr, alpha/rc^3 0.7500
  no polarization: E_s -0.18992, E_p -0.10635, omega 0.08357 hartree
  with polarization: E_s -0.23181, E_p -0.11938, omega 0.11243 hartree
  R without polarization 4.11497, with 3.51905 bohr
  I 0.070664 bohr^-2, alpha*I 0.42398 bohr, alpha*I/R 0.12048
  omega*moment: length 0.347977, gradient 0.347976 a.u.
  f: no polarization 0.9434, Hamiltonian only 0.9282, both 0.7180
  reduction of f by the operator 22.64 percent
Model C: kappa 0.9 1/bohr, alpha 12.0 bohr^3, rc 2.5 bohr, alpha/rc^3 0.7680
  no polarization: E_s -0.17731, E_p -0.10319, omega 0.07412 hartree
  with polarization: E_s -0.22044, E_p -0.12119, omega 0.09925 hartree
  R without polarization 4.39838, with 3.80436 bohr
  I 0.058865 bohr^-2, alpha*I 0.70637 bohr, alpha*I/R 0.18567
  omega*moment: length 0.307489, gradient 0.307488 a.u.
  f: no polarization 0.9560, Hamiltonian only 0.9577, both 0.6351
  reduction of f by the operator 33.69 percent
Model B second line: omega 0.17839 hartree, R 0.55957 bohr, alpha*I 0.19858 bohr
  second line f: bare operator 0.037238, corrected 0.015497
  first-line reduction with w=1 in the dipole only 29.80 percent
  rc 1.8 bohr: omega 0.12443 hartree, f 0.6695, reduction 26.65 percent
  rc 2.2 bohr: omega 0.10451 hartree, f 0.7520, reduction 19.81 percent
  core energy 1.0 hartree: alpha(omega)/alpha 1.01280, first-line f 0.71549 (static 0.71801)
Model B sum of f: bare 0.99999, corrected 0.87270, formula 0.87272
  sum-rule terms: first order -0.27992, second order 0.15264
  all lines but the first: bare 0.07180, corrected 0.15470
```
